# Fixed-Cell and Zero-Stress Defect Energies: Elastic Difference and Common Limit: a numerical check

```python
# Result under test: a defect in a periodic cell of volume V has energy E_fix
# in the stress-free host cell and E_free after all six strains relax, with
#     E_fix - E_free = P S P / (2 V) + O(1/V^2),
# and both energies tend to the same dilute limit.
# P = -dE/d(strain) at fixed cell (elastic dipole), S = host compliance.
# Model: fcc crystal, nearest-neighbour Morse bonds, two adjacent impurities.
# Hartree atomic units. Symmetric tensors are stored as six components in an
# orthonormal basis, so tensor contractions are ordinary dot products.
from types import SimpleNamespace
import numpy as np
from scipy import linalg, sparse
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
HARTREE_J = physical_constants["Hartree energy"][0]
BOHR_M = physical_constants["Bohr radius"][0]

d = 5.0                                  # host bond length, bohr
alpha = 0.5                              # Morse decay constant, 1/bohr
DEPTH = np.array([0.04, 0.02, 0.02])     # by number of impurities in the bond
LENGTH = np.array([d, 5.2, 6.0])         # preferred bond lengths, bohr
k = 2 * DEPTH[0] * alpha**2              # host spring constant

LATTICE = d / np.sqrt(2) * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
OFFSETS = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1],
                    [1, -1, 0], [0, 1, -1], [-1, 0, 1]])
BONDS = OFFSETS @ LATTICE
omega = abs(np.linalg.det(LATTICE))      # volume per atom

MODES = np.zeros((6, 3, 3))              # orthonormal symmetric tensors
for m in range(3):
    MODES[m, m, m] = 1
for m, (i, j) in enumerate([(1, 2), (0, 2), (0, 1)]):
    MODES[3 + m, i, j] = MODES[3 + m, j, i] = 1 / np.sqrt(2)


def morse(length, kind):
    """Energy and first two derivatives of a bond."""
    depth = DEPTH[kind]
    y = np.exp(-alpha * (length - LENGTH[kind]))
    return (depth * (1 - y)**2, 2 * depth * alpha * (y - y**2),
            2 * depth * alpha**2 * (2 * y**2 - y))


def build(n, with_defect=True):
    """Periodic crystal with n**3 atoms; bond = R + U u + T strain."""
    cells = np.array(list(np.ndindex(n, n, n)))
    count = n**3
    start = np.repeat(np.arange(count), 6)
    target = ((cells[:, None, :] + OFFSETS) % n).reshape(-1, 3)
    stop = target @ np.array([n * n, n, 1])
    impurity = np.zeros(count, dtype=int)
    if with_defect:
        impurity[[0, n * n]] = 1
    R = np.tile(BONDS, (count, 1))
    rows = np.arange(3 * len(R))
    axis = np.arange(3)
    first = (3 * start[:, None] + axis).ravel()
    second = (3 * stop[:, None] + axis).ravel()
    values = np.concatenate([-np.ones(len(rows)), np.ones(len(rows))])
    U = sparse.coo_matrix((values, (np.tile(rows, 2),
                                    np.concatenate([first, second]))),
                          shape=(len(rows), 3 * count)).tocsr()
    T = np.einsum("mij,bj->bim", MODES, R).reshape(-1, 6)
    return SimpleNamespace(n=n, cells=cells, R=R, T=T, U_all=U,
                           U=U[:, 3:].tocsr(), V=count * omega,
                           kind=impurity[start] + impurity[stop])


def bond_terms(crystal, vectors):
    """Total energy, bond gradients and block-diagonal bond Hessian."""
    length = np.linalg.norm(vectors, axis=1)
    unit = vectors / length[:, None]
    e, e1, e2 = morse(length, crystal.kind)
    outer = unit[:, :, None] * unit[:, None, :]
    blocks = (e2[:, None, None] * outer
              + (e1 / length)[:, None, None] * (np.eye(3) - outer))
    nb = len(length)
    K = sparse.bsr_matrix((blocks, np.arange(nb), np.arange(nb + 1)),
                          shape=(3 * nb, 3 * nb)).tocsr()
    return e.sum(), (e1[:, None] * unit).ravel(), K


def relax(crystal, free=None, strain=None):
    """Newton minimum over atoms and the strain directions in 'free'.
    The Cholesky factorization fails if a Hessian is not positive definite."""
    strain = np.zeros(6) if strain is None else strain
    J = crystal.U
    if free is not None:
        J = sparse.hstack([J, sparse.csr_matrix(crystal.T @ free)]).tocsr()
    x = np.zeros(J.shape[1])
    for _ in range(40):
        shift = (crystal.T @ strain + J @ x).reshape(-1, 3)
        energy, g, K = bond_terms(crystal, crystal.R + shift)
        gradient = J.T @ g
        if np.abs(gradient).max() < 1e-12:
            break
        H = (J.T @ K @ J).toarray()
        x -= linalg.cho_solve(linalg.cho_factor(H), gradient)
    else:
        raise RuntimeError("relaxation did not converge")
    final = strain.copy()
    if free is not None:
        final += free @ x[crystal.U.shape[1]:]
    return SimpleNamespace(E=energy, P=-crystal.T.T @ g, strain=final, K=K)


# Host elastic constants: closed form against strain derivatives of energy.
C11, C12, C44 = np.sqrt(2) * k / d, k / (np.sqrt(2) * d), k / (np.sqrt(2) * d)
bulk = (C11 + 2 * C12) / 3
C = np.diag([C11 - C12] * 3 + [2 * C44] * 3)
C[:3, :3] += C12
S = np.linalg.inv(C)


def host_density(strain):
    vectors = BONDS + BONDS @ np.tensordot(strain, MODES, 1)
    return morse(np.linalg.norm(vectors, axis=1), 0)[0].sum() / omega


step = 1e-4
basis = np.eye(6) * step
C_numeric = np.array([[(host_density(a + b) - host_density(a - b)
                        - host_density(b - a) + host_density(-a - b))
                       / (4 * step**2) for b in basis] for a in basis])
assert np.allclose(C_numeric, C, rtol=0, atol=1e-5 * C11)

# Full anharmonic relaxations at fixed cell and at zero stress.
sizes = [4, 5, 6, 7, 8]
crystals = [build(n) for n in sizes]
fixed = [relax(c) for c in crystals]
free = [relax(c, np.eye(6)) for c in crystals]
V = np.array([c.V for c in crystals])
E_fix = np.array([r.E for r in fixed])
E_free = np.array([r.E for r in free])
gap = E_fix - E_free
predicted = np.array([r.P @ S @ r.P for r in fixed]) / (2 * V)
remainder = gap / predicted - 1
assert np.all(gap > 0)
assert abs(remainder[-1]) < 0.03
# The relative remainder must itself fall as 1/V.
exponent = np.log(remainder[2] / remainder[4]) / np.log(V[4] / V[2])
assert abs(exponent - 1) < 0.25

# The elastic dipole is the strain derivative of the relaxed energy.
dipole_numeric = np.array([
    (relax(crystals[0], strain=-b).E - relax(crystals[0], strain=b).E)
    / (2 * step) for b in basis])
assert np.allclose(dipole_numeric, fixed[0].P, rtol=0,
                   atol=1e-4 * np.abs(fixed[0].P).max())

# Equilibrium strain of the largest cell.
P = fixed[-1].P
strain_formula = S @ P / V[-1]
assert (np.linalg.norm(free[-1].strain - strain_formula)
        < 0.03 * np.linalg.norm(strain_formula))

# Cubic decomposition, then relaxation of volume only and of shape only.
P_tensor = np.tensordot(P, MODES, 1)
trace = np.trace(P_tensor)
volume_part = trace**2 / (9 * bulk)
shape_part = (((np.diag(P_tensor) - trace / 3)**2).sum() / (C11 - C12)
              + (P_tensor[np.triu_indices(3, 1)]**2).sum() / C44)
assert np.isclose(volume_part + shape_part, P @ S @ P, rtol=1e-10)
hydrostatic = np.array([[1, 1, 1, 0, 0, 0]]).T / np.sqrt(3)
deviatoric = linalg.null_space(hydrostatic.T)
gain_volume = E_fix[-1] - relax(crystals[-1], hydrostatic).E
gain_shape = E_fix[-1] - relax(crystals[-1], deviatoric).E
assert np.isclose(gain_volume, volume_part / (2 * V[-1]), rtol=0.03)
assert np.isclose(gain_shape, shape_part / (2 * V[-1]), rtol=0.03)

# Does the defect's change of cell stiffness explain most of the remainder?
c, r = crystals[0], fixed[0]
H_uu = (c.U.T @ r.K @ c.U).toarray()
H_us = c.U.T @ (r.K @ c.T)
C_cell = (c.T.T @ (r.K @ c.T)
          - H_us.T @ linalg.solve(H_uu, H_us, assume_a="pos")) / c.V
predicted_own = r.P @ np.linalg.solve(C_cell, r.P) / (2 * c.V)
remainder_own = gap[0] / predicted_own - 1
assert abs(remainder_own) < 0.5 * abs(remainder[0])


# Dilute limits of the two series.
def dilute_limit(energies, volumes):
    t = V[0] / volumes
    terms = np.column_stack([np.ones_like(t), t, t**(5 / 3)])
    return np.linalg.lstsq(terms, energies, rcond=None)[0][0]


limit_fix, limit_free = dilute_limit(E_fix, V), dilute_limit(E_free, V)
assert abs(limit_fix - limit_free) < 0.05 * gap[-1]
# Leaving out the smallest cell must not move either limit appreciably.
assert abs(dilute_limit(E_fix[1:], V[1:]) - limit_fix) < 0.1 * gap[-1]
assert abs(dilute_limit(E_free[1:], V[1:]) - limit_free) < 0.1 * gap[-1]

# Harmonic host with the defect represented by its unrelaxed forces.
_, g0, _ = bond_terms(c, c.R)
host = build(sizes[0], with_defect=False)
_, _, K0 = bond_terms(host, host.R)


def harmonic_energy(J):
    gradient = J.T @ g0
    H = (J.T @ K0 @ J).toarray()
    return -0.5 * gradient @ linalg.solve(H, gradient, assume_a="pos")


P0 = -c.T.T @ g0
harmonic_fix = harmonic_energy(host.U)
harmonic_free = harmonic_energy(
    sparse.hstack([host.U, sparse.csr_matrix(host.T)]).tocsr())
assert np.isclose(harmonic_fix - harmonic_free, P0 @ S @ P0 / (2 * c.V),
                  rtol=1e-9)

# Fourier sum for the same harmonic problem, usable for large cells.
big = crystals[-1]
_, g_big, _ = bond_terms(big, big.R)
forces = -(big.U_all.T @ g_big).reshape(-1, 3)
acted = np.linalg.norm(forces, axis=1) > 1e-12
coords = big.cells[acted]
coords = np.where(coords > big.n // 2, coords - big.n, coords)
forces = forces[acted]


def fourier_terms(n):
    """f*(q) D(q)^-1 f(q) for every nonzero wavevector of an n**3 cell."""
    grid = np.zeros((n, n, n, 3))
    grid[tuple((coords % n).T)] = forces
    f = np.fft.fftn(grid, axes=(0, 1, 2)).reshape(-1, 3)[1:]
    index = np.indices((n, n, n)).reshape(3, -1).T[1:]
    weight = 2 - 2 * np.cos(2 * np.pi * index @ OFFSETS.T / n)
    unit = BONDS / d
    outer = (unit[:, :, None] * unit[:, None, :]).reshape(6, 9)
    D = k * (weight @ outer).reshape(-1, 3, 3)
    response = np.linalg.solve(D, f[:, :, None])[:, :, 0]
    return np.real(np.conj(f) * response).sum(axis=1)


assert np.isclose(-0.5 * fourier_terms(4).sum() / 4**3, harmonic_fix,
                  rtol=1e-9)
large = [16, 32, 64]
terms = [fourier_terms(n) for n in large]
sums = [-0.5 * t.sum() / n**3 for t, n in zip(terms, large)]
ratio = (sums[0] - sums[1]) / (sums[1] - sums[2])
assert abs(ratio / 8 - 1) < 0.05         # eightfold volume, error law 1/V

# Long-wave limit of one term: bounded, fixed by P and the direction of q.
q = np.linalg.solve(LATTICE, 2 * np.pi * np.array([0, 0, 1]) / large[-1])
q /= np.linalg.norm(q)
christoffel = (C44 * np.eye(3) + (C12 + C44) * np.outer(q, q)
               + (C11 - C12 - 2 * C44) * np.diag(q**2))
v = np.tensordot(P0, MODES, 1) @ q
assert np.isclose(terms[-1][0], v @ np.linalg.solve(omega * christoffel, v),
                  rtol=0.01)

print(f"host bond length: {d:.1f} bohr")
print(f"Morse decay constant: {alpha:.1f} 1/bohr")
for label, depth, length in zip(["host-host", "impurity-host",
                                 "impurity-impurity"], DEPTH, LENGTH):
    print(f"{label}: depth {depth:.2f} hartree, length {length:.1f} bohr")
print(f"host spring constant: {k:.4f} hartree/bohr^2")
print(f"volume per atom: {omega:.4f} bohr^3")
print(f"C11: {C11:.6f} hartree/bohr^3")
print(f"C12 = C44: {C12:.6f} hartree/bohr^3")
print(f"bulk modulus: {bulk:.6f} hartree/bohr^3"
      f" = {bulk * HARTREE_J / BOHR_M**3 / 1e9:.1f} GPa")
for i, name in enumerate("xyz"):
    print(f"P row {name}, 512 atoms: "
          + " ".join(f"{value:.5f}" for value in P_tensor[i] + 0.0)
          + " hartree")
print(f"PSP, 512 atoms: {P @ S @ P:.4f} hartree bohr^3")
print(f"volume part of PSP: {volume_part:.4f} hartree bohr^3")
print(f"shape part of PSP: {shape_part:.4f} hartree bohr^3")
for i, n in enumerate(sizes):
    print(f"{n**3} atoms: V = {V[i]:.1f} bohr^3")
    print(f"  E_fix = {E_fix[i]:.8f}, E_free = {E_free[i]:.8f} hartree")
    print(f"  difference = {gap[i]:.4e}, PSP/(2V) = {predicted[i]:.4e} hartree")
    print(f"  relative remainder = {100 * remainder[i]:.3f} %")
print(f"difference, 512 atoms: {1000 * HARTREE_EV * gap[-1]:.3f} meV")
print(f"remainder exponent in 1/V, 216 to 512 atoms: {exponent:.3f}")
print(f"remainder with own stiffness, 64 atoms: {100 * remainder_own:.3f} %")
print(f"gain, volume only, 512 atoms: {gain_volume:.4e} hartree")
print(f"gain, shape only, 512 atoms: {gain_shape:.4e} hartree")
relaxed_strain = np.tensordot(free[-1].strain, MODES, 1)
formula_strain = np.tensordot(strain_formula, MODES, 1)
for name, i, j in [("xx", 0, 0), ("yy", 1, 1), ("yz", 1, 2)]:
    print(f"strain {name}, 512 atoms: relaxed {relaxed_strain[i, j]:.4e},"
          f" SP/V {formula_strain[i, j]:.4e}")
print(f"dilute limit from fixed cells: {limit_fix:.7f} hartree")
print(f"dilute limit from zero stress: {limit_free:.7f} hartree")
print(f"E_fix - its limit, 512 atoms: {E_fix[-1] - limit_fix:.3e} hartree")
print(f"E_free - its limit, 512 atoms: {E_free[-1] - limit_free:.3e} hartree")
print(f"harmonic difference ratio, n = 16, 32, 64: {ratio:.4f}")
print("every check passed")
```

Running it gives:

```
host bond length: 5.0 bohr
Morse decay constant: 0.5 1/bohr
host-host: depth 0.04 hartree, length 5.0 bohr
impurity-host: depth 0.02 hartree, length 5.2 bohr
impurity-impurity: depth 0.02 hartree, length 6.0 bohr
host spring constant: 0.0200 hartree/bohr^2
volume per atom: 88.3883 bohr^3
C11: 0.005657 hartree/bohr^3
C12 = C44: 0.002828 hartree/bohr^3
bulk modulus: 0.003771 hartree/bohr^3 = 111.0 GPa
P row x, 512 atoms: 0.10837 0.00000 0.00000 hartree
P row y, 512 atoms: 0.00000 0.13040 0.02610 hartree
P row z, 512 atoms: 0.00000 0.02610 0.13040 hartree
PSP, 512 atoms: 4.3707 hartree bohr^3
volume part of PSP: 4.0154 hartree bohr^3
shape part of PSP: 0.3553 hartree bohr^3
64 atoms: V = 5656.9 bohr^3
  E_fix = 0.00859482, E_free = 0.00821279 hartree
  difference = 3.8203e-04, PSP/(2V) = 3.7409e-04 hartree
  relative remainder = 2.123 %
125 atoms: V = 11048.5 bohr^3
  E_fix = 0.00842410, E_free = 0.00822677 hartree
  difference = 1.9733e-04, PSP/(2V) = 1.9520e-04 hartree
  relative remainder = 1.091 %
216 atoms: V = 19091.9 bohr^3
  E_fix = 0.00835060, E_free = 0.00823605 hartree
  difference = 1.1455e-04, PSP/(2V) = 1.1383e-04 hartree
  relative remainder = 0.633 %
343 atoms: V = 30317.2 bohr^3
  E_fix = 0.00831477, E_free = 0.00824255 hartree
  difference = 7.2228e-05, PSP/(2V) = 7.1941e-05 hartree
  relative remainder = 0.399 %
512 atoms: V = 45254.8 bohr^3
  E_fix = 0.00829536, E_free = 0.00824694 hartree
  difference = 4.8419e-05, PSP/(2V) = 4.8290e-05 hartree
  relative remainder = 0.267 %
difference, 512 atoms: 1.318 meV
remainder exponent in 1/V, 216 to 512 atoms: 0.998
remainder with own stiffness, 64 atoms: 0.563 %
gain, volume only, 512 atoms: 4.4509e-05 hartree
gain, shape only, 512 atoms: 3.9309e-06 hartree
strain xx, 512 atoms: relaxed 1.2653e-04, SP/V 1.2561e-04
strain yy, 512 atoms: relaxed 2.9845e-04, SP/V 2.9771e-04
strain yz, 512 atoms: relaxed 1.0196e-04, SP/V 1.0196e-04
dilute limit from fixed cells: 0.0082553 hartree
dilute limit from zero stress: 0.0082557 hartree
E_fix - its limit, 512 atoms: 4.002e-05 hartree
E_free - its limit, 512 atoms: -8.772e-06 hartree
harmonic difference ratio, n = 16, 32, 64: 8.0470
every check passed
```
